# The Virial Theorem for Dirac-Hartree-Fock Atoms with Point and Finite Nuclei

A Dirac-Hartree-Fock calculation on the ten-electron mercury ion with a point nucleus gives a total energy, rest energy included, of 4751133.870 eV. The same orbitals give $c^2$ times the summed mean of the Dirac matrix $\beta$ as 4751133.870 eV. The second number contains no potential and no electron repulsion, yet it reproduces the first. If the nucleus is replaced by a uniformly charged sphere of radius $7.00\times10^{-5}$ angstrom, the energy rises by 124.084 eV and the agreement is lost: the two numbers now differ by 199.307 eV. Both the agreement and the size of the difference follow from how the energy responds to a change of length scale. The digits are those of the numerical solution of the model Hamiltonian below and are kept only to display the identity; the Breit interaction and radiative corrections, which the model omits, change the energy of the real ion by far more than the last digits shown.

## The energy and the orbital equations

Atomic units are used in the algebra. The numbers use $c=137.035999177$; the earlier recommended value $137.035999084$ lowers the total energy of the mercury ion by about 0.007 eV, almost entirely through the rest energy. The atom has $N$ electrons in closed shells, described by one determinant of orthonormal four-component orbitals $\psi_a$. The Hamiltonian is

$$H=\sum_i\left[c\,\boldsymbol\alpha_i\cdot\mathbf p_i+\beta_i c^2+V(r_i)\right]+\sum_{i<j}\frac1{|\mathbf r_i-\mathbf r_j|}.$$

The nuclear potential energy $V$ is central and vanishes at infinity. Write $D=c\,\boldsymbol\alpha\cdot\mathbf p$. The energy, including the rest energy $Nc^2$, has four parts:

$$E=T+B+V_n+W,$$

$$T=\sum_a\langle\psi_a|D|\psi_a\rangle,\quad B=c^2\sum_a\langle\psi_a|\beta|\psi_a\rangle,\quad V_n=\sum_a\langle\psi_a|V|\psi_a\rangle.$$

The repulsion $W$, direct minus exchange, is

$$W=\frac12\iint\frac{\Gamma(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

$$\Gamma=\sum_{ab}\left[\psi_a^\dagger\psi_a\,\psi_b'^\dagger\psi_b'-\psi_a^\dagger\psi_b\,\psi_b'^\dagger\psi_a'\right],$$

where a prime on an orbital means that it is taken at $\mathbf r'$. The orbital equations are

$$F\psi_a=\varepsilon_a\psi_a,\qquad F=D+\beta c^2+V+u,$$

$$u\psi_a=\sum_b\left[\psi_a\int\frac{\psi_b'^\dagger\psi_b'}{|\mathbf r-\mathbf r'|}d^3r'-\psi_b\int\frac{\psi_b'^\dagger\psi_a'}{|\mathbf r-\mathbf r'|}d^3r'\right].$$

Comparison with $W$ gives $\sum_a\langle\psi_a|u|\psi_a\rangle=2W$, because $W$ carries a factor ½ that $u$ does not.

"Converged" means here that these equations hold in the full function space. Self-consistency in a fixed finite basis is a weaker condition, and its consequences appear below.

The result to be derived is

$$E=c^2\Big\langle\sum_i\beta_i\Big\rangle+C,\qquad C=\Big\langle\sum_i\frac{d(r_iV)}{dr_i}\Big\rangle. \tag{1}$$

For a point nucleus $rV=-Z$ is constant, so $C=0$.

## Behaviour at the origin

Both derivations integrate by parts, so the orbitals must be controlled at $r=0$. Let $P$ and $Q$ be the large and small radial functions, with $\int\psi^\dagger\psi\,d^3r=\int(P^2+Q^2)\,dr$, and let $\kappa$ be the Dirac angular number, $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$, so that $|\kappa|=j+\tfrac12$. With the phase of the small component chosen to make $P$ and $Q$ real, the radial equations in the potential $V$ alone are $c(P'+\kappa P/r)=(\varepsilon+c^2-V)Q$ and $c(-Q'+\kappa Q/r)=(\varepsilon-c^2-V)P$; the field $u$ adds further terms. Close to the nucleus $V$ dominates the orbital energy, the rest energy and the electronic field. The radial equations, multiplied by $r$, reduce to

$$c(rP'+\kappa P)=-rV\,Q,\qquad c(-rQ'+\kappa Q)=-rV\,P. \tag{2}$$

For a point nucleus insert $P=pr^\gamma$, $Q=qr^\gamma$ and $rV=-Z$:

$$c(\kappa+\gamma)p=Zq,\qquad c(\kappa-\gamma)q=Zp.$$

Multiplying the two equations gives $c^2(\kappa^2-\gamma^2)=Z^2$, hence $\gamma=\sqrt{\kappa^2-Z^2/c^2}$ for the regular solution. With $Z<c$, $\gamma$ is real and positive for every $\kappa$.

The spinor then behaves as $r^{\gamma-1}$. The operation $\mathbf r\cdot\nabla$ does not change this power, while $D$ and $V$ each lower it by one. Cut out a small sphere of radius $r_0$. The surface terms are of the forms $r_0^2\,\psi^\dagger\alpha_r(\mathbf r\cdot\nabla\psi)$, $r_0^3\,\psi^\dagger D\psi$ and $r_0^3V\psi^\dagger\psi$, where $\alpha_r$ is the radial component of $\boldsymbol\alpha$. Each falls at least as fast as $r_0^{2\gamma}$, so all vanish as $r_0\to0$. The volume integrands behave as $r^{2\gamma-1}$ and are integrable. For a finite nucleus the orbitals are less singular, and at large $r$ bound orbitals decay exponentially. For a point nucleus with $Z\ge c$ the argument fails, since $\gamma$ is no longer positive for $|\kappa|=1$.

## First derivation: stretching the orbitals

**The energy is stationary.** Vary the orbitals while keeping them orthonormal. In $W$ the variation of an orbital at $\mathbf r$ and at $\mathbf r'$ gives equal contributions after relabelling, which cancels the factor ½. Therefore

$$\delta E=\sum_a\left(\langle\delta\psi_a|F\psi_a\rangle+\langle F\psi_a|\delta\psi_a\rangle\right)
=\sum_a\varepsilon_a\,\delta\langle\psi_a|\psi_a\rangle=0.$$

The last step uses the orbital equations and the fixed norms. Nothing requires $E$ to be a minimum. In the Dirac problem it is not one, because admixing negative-energy functions can lower it. Stationarity is enough.

**The variation.** Replace every orbital by

$$\psi_{a,\lambda}(\mathbf r)=\lambda^{3/2}\psi_a(\lambda\mathbf r).$$

With $\mathbf s=\lambda\mathbf r$ and $d^3r=\lambda^{-3}d^3s$, all overlaps keep their values, so this is an allowed variation. The parts of the energy change as follows.

- $\mathbf p$ contains one derivative, so $\mathbf p\,\psi_{a,\lambda}(\mathbf r)=\lambda\,\lambda^{3/2}(\mathbf p\psi_a)(\lambda\mathbf r)$ and $T\to\lambda T$.
- $\beta$ is a constant matrix, so $B\to B$.
- $1/|\mathbf r-\mathbf r'|=\lambda/|\mathbf s-\mathbf s'|$, so $W\to\lambda W$, exchange included.
- $V(r)=V(s/\lambda)$, so $V_n\to\sum_a\langle\psi_a|V(r/\lambda)|\psi_a\rangle$.

Since $dV(r/\lambda)/d\lambda=-rV'(r)$ at $\lambda=1$, stationarity gives

$$0=\left.\frac{dE}{d\lambda}\right|_{\lambda=1}=T+W-\Big\langle\sum_i r_iV'(r_i)\Big\rangle. \tag{3}$$

Now eliminate $T+W$ from $E=B+V_n+(T+W)$:

$$E=B+\Big\langle\sum_i\left[V(r_i)+r_iV'(r_i)\right]\Big\rangle.$$

The bracket is $d(rV)/dr$, which proves (1). Equation (1) holds for any zero of $V$: a constant $v$ added to $V$ adds $Nv$ to both $E$ and $C$. The convention that $V$ vanish at infinity is what makes $C$ zero for a point nucleus.

## Second derivation: integrating the orbital equations

This derivation uses neither the stationarity of the energy nor scaled orbitals. Let $G=\mathbf r\cdot\nabla$. Multiply the orbital equation by $(G\psi_a)^\dagger$, integrate, and add the complex conjugate:

$$\sum_a\left[\langle G\psi_a|(F-\varepsilon_a)\psi_a\rangle+\text{c.c.}\right]=0. \tag{4}$$

**Local terms.** For a real function $f(r)$,

$$\langle G\psi|f\psi\rangle+\text{c.c.}=\int f\,\mathbf r\cdot\nabla(\psi^\dagger\psi)\,d^3r=-\int\psi^\dagger\psi\,\nabla\cdot(\mathbf r f)\,d^3r=-\langle3f+rf'\rangle.$$

Hence $V$ contributes $-3V_n-\langle\sum_i r_iV'(r_i)\rangle$. The constant matrix $\beta c^2$ contributes $-3B$ in the same way, and $-\varepsilon_a$ contributes $+3\varepsilon_a$.

**The Dirac term.** From $\partial_j(r_k\partial_k)=\partial_j+r_k\partial_k\partial_j$, summed over $k$, follows $DG=GD+D$. Moving $D$ to the right-hand function gives

$$\langle D\psi|G\psi\rangle=\langle\psi|DG\psi\rangle=\langle\psi|GD\psi\rangle+\langle\psi|D\psi\rangle.$$

Integrating $G$ by parts gives $\langle\psi|GD\psi\rangle=-3\langle\psi|D\psi\rangle-\langle G\psi|D\psi\rangle$. Therefore

$$\langle G\psi|D\psi\rangle+\langle D\psi|G\psi\rangle=-2\langle\psi|D\psi\rangle,$$

and the sum over orbitals is $-2T$.

**The repulsion.** In the direct part, $\langle G\psi_a|u\psi_a\rangle$ and its conjugate combine to $G(\psi_a^\dagger\psi_a)$. In the exchange part, exchanging the labels $a$ and $b$ in the conjugate term gives $G(\psi_a^\dagger\psi_b)$. The total is $\iint(G\Gamma)/|\mathbf r-\mathbf r'|$. Since $\Gamma$ is symmetric in $\mathbf r$ and $\mathbf r'$, with $G'=\mathbf r'\cdot\nabla'$,

$$\iint\frac{G\Gamma}{|\mathbf r-\mathbf r'|}=\frac12\iint\frac{(G+G')\Gamma}{|\mathbf r-\mathbf r'|}
=-\frac12\iint\Gamma\,(6+G+G')\frac1{|\mathbf r-\mathbf r'|}=-5W.$$

The 6 is the sum of two divergences $\nabla\cdot\mathbf r=3$. The last step uses $(G+G')|\mathbf r-\mathbf r'|^{-1}=-|\mathbf r-\mathbf r'|^{-1}$, since the function is homogeneous of degree $-1$.

**Sum.** Equation (4) becomes

$$-2T-3B-3V_n-\Big\langle\sum_i r_iV'(r_i)\Big\rangle-5W+3\sum_a\varepsilon_a=0.$$

Taking the mean of each orbital equation gives $\sum_a\varepsilon_a=T+B+V_n+2W$. Insertion cancels $B$ and $V_n$ and leaves

$$T+W-\Big\langle\sum_i r_iV'(r_i)\Big\rangle=0,$$

which is (3), and (1) follows as before.

## The point nucleus

For $V=-Z/r$, $-rV'=V$, and (3) reads $T+V_n+W=0$. For neutral neon the three terms are

$$7011.6788-8483.4504+1471.7716=0.0000\ \text{eV}.$$

What remains of the energy is $B$. Since $\langle\beta\rangle=1-2\int Q^2dr$ for each electron,

$$E-Nc^2=-2c^2\sum_a\int Q_a^2\,dr.$$

The energy below the rest energy is thus fixed by the total weight of the small components. For neon the summed mean of $\beta$ is 9.993146978, and

$$-(10-9.993146978)\times510998.951\ \text{eV}=-3501.887\ \text{eV},$$

or $-128.692$ hartree, the energy found from the orbital energies and $W$.

In the nonrelativistic limit the lower two-component function is $\chi\simeq\boldsymbol\sigma\cdot\mathbf p\,\phi/2c$, where $\phi$ is the upper one. Then $2c^2\int\chi^\dagger\chi\,d^3r=\tfrac12\int|\boldsymbol\sigma\cdot\mathbf p\,\phi|^2d^3r$ is the ordinary kinetic energy, and the theorem becomes the familiar statement that the energy is minus the kinetic energy. In the same limit $T=2c\,\mathrm{Re}\sum\langle\chi|\boldsymbol\sigma\cdot\mathbf p\,\phi\rangle$ is twice the kinetic energy. This is why half of the neon value of $T$, 3505.8 eV, lies close to 3501.9 eV.

## The finite nucleus

Let $\rho(r)$ be the positive nuclear charge density, with integral $Z$. The charge inside $r$ acts as if it were at the centre, and each shell outside gives a constant potential. Thus

$$rV(r)=-\int_0^r4\pi s^2\rho(s)\,ds-r\int_r^\infty4\pi s\rho(s)\,ds.$$

On differentiation, the terms $\mp4\pi r^2\rho(r)$ from the two limits cancel, leaving

$$\frac{d(rV)}{dr}=-\int_r^\infty4\pi s\rho(s)\,ds.$$

This is the potential energy of an electron due to the nuclear charge farther out than itself. It is never positive and vanishes outside the nucleus, so $C$ measures the electron density inside the nucleus. For a uniform sphere, $\rho=3Z/4\pi R^3$ and

$$\frac{d(rV)}{dr}=-\frac{3Z}{2R}\left(1-\frac{r^2}{R^2}\right)\quad(r<R).$$

In the mercury ion the full shells contribute to $C$ as follows:

- $1s_{1/2}$: $-170.788$ eV
- $2s_{1/2}$: $-26.537$ eV
- $2p_{1/2}$: $-1.983$ eV
- $2p_{3/2}$: $-0.00007$ eV

The sum of the unrounded values is $-199.307$ eV, or $-7.324$ hartree. The direct difference of the two sides is

$$E-B=4751257.954-4751457.261=-199.307\ \text{eV}.$$

**Relation to the nuclear-size shift.** $C$ is not the energy change $\Delta E$ caused by the nuclear size. For a fixed nuclear shape $V=R^{-1}f(r/R)$, so

$$R\frac{\partial V}{\partial R}=-\frac1Rf-\frac{r}{R^2}f'=-(V+rV').$$

Along a differentiable branch of converged solutions, stationarity removes the response of the orbitals from $dE/dR$. Hence

$$C=-R\frac{dE}{dR}.$$

A finite difference of complete self-consistent energies gives $-199.304$ eV for the right-hand side, which agrees to about 2 parts in $10^5$.

For small $R$ equation (2) still holds near the nucleus, and $rV$ depends on $x=r/R$ alone. Its regular solution has the form $P=a_R\,p(x)$, $Q=a_R\,q(x)$, with $p$ and $q$ growing as $x^\gamma$ for $x\gg1$. Matching to the outer orbital, whose amplitude is fixed to leading order, requires $a_R\propto R^\gamma$. In $C$ the factor $dr=R\,dx$ cancels the $1/R$ in $d(rV)/dr$, so $C\propto a_R^2\propto R^{2\gamma}$. Integrating $dE/dR=-C/R$ from zero radius gives

$$\Delta E\simeq-\frac{C}{2\gamma},\qquad C\simeq-2\gamma\,\Delta E.$$

The $j=1/2$ shells, which dominate, share $\gamma=0.8119$, so $2\gamma=1.6238$. The ion gives $199.307/124.084=1.6062$. For a single $1s$ electron the ratio is 1.6063 at the same radius and 1.6221 at one tenth of it, approaching the limit.

The opening numbers now fit together. The size of the nucleus raises $E$ by 124.084 eV, while $B=E-C$ rises by $124.084+199.307=323.391$ eV.

## What each derivation assumes

The first derivation needs an energy functional and its stationarity along one line, the uniform stretching of all orbitals. The second needs no functional, but it needs the orbital equations themselves, together with the symmetry of $\Gamma$, which holds when $u$ is built from the same orbitals on which it acts.

The two meet when the orbital equations are not fully satisfied. Let $\varepsilon_a=\langle\psi_a|F|\psi_a\rangle$ and let $\xi_a=(F-\varepsilon_a)\psi_a$ be the residual. The second derivation then gives, instead of zero,

$$E-B-C=2\,\mathrm{Re}\sum_a\langle G\psi_a|\xi_a\rangle .$$

By (3) the left side is also $dE/d\lambda$ at $\lambda=1$. Full convergence is therefore sufficient but not necessary: the sum on the right has to vanish. Self-consistency in a finite basis makes $\xi_a$ orthogonal to the basis functions, which ensures this if every $G\psi_a$ lies in the basis, but not in general.

Two cases show the failure. If neon is described by orbitals that ignore the repulsion, each satisfies the one-electron theorem, so $T+V_n=0$ and the defect $E-B$ equals $W$. Both are 2390.4012 eV.

In the second case, one electron at $Z=80$ is described by $P=ar^\gamma e^{-\zeta r}$ and $Q=br^\gamma e^{-\zeta r}$, with the coefficients $a$ and $b$ determined by diagonalization. Stretching changes $\zeta$ to $\lambda\zeta$, and the energy is already stationary in the coefficients, so the defect is $\zeta\,dE/d\zeta$. At $\zeta=1.2Z$ it is 30637.45 eV, although the matrix problem has been solved exactly. At $\zeta=Z$ the pair contains the exact $1s$ orbital and the defect vanishes.

A defect near zero is thus a necessary sign of convergence, not a sufficient one, since it examines a single direction of variation. The numerical check checks the theorem, the finite-nucleus term and both failure cases numerically.

## Computed results

```
speed of light c: 137.035999 atomic units
electron rest energy c^2: 510998.951 eV
number of electrons in each example: 10 (no unit)
Ne point: T: 7011.6788 eV
Ne point: nuclear attraction: -8483.4504 eV
Ne point: repulsion W: 1471.7716 eV
Ne point: sum of mean beta: 9.993146978 (no unit)
Ne point: E with rest energy: 5106487.620 eV
Ne point: c^2 sum mean beta: 5106487.620 eV
Ne point: E without rest energy: -3501.887 eV
Ne point: E without rest energy: -128.69197 hartree
Ne point: E - c^2 sum mean beta: -7.0e-07 eV
Ne unscreened orbitals: E - c^2 sum mean beta: 2390.4012 eV
Ne unscreened orbitals: repulsion W: 2390.4012 eV
Ne nonrelativistic limit, this solver: -3497.945 eV
Ne nonrelativistic, Gaussian basis: -3497.944 eV
Hg ion nuclear charge Z: 80 (no unit)
Hg ion gamma for j = 1/2: 0.811906 (no unit)
Hg ion point: T: 789217.1032 eV
Hg ion point: nuclear attraction: -809549.4663 eV
Hg ion point: repulsion W: 20332.3632 eV
Hg ion point: sum of mean beta: 9.297737038 (no unit)
Hg ion point: E with rest energy: 4751133.870 eV
Hg ion point: c^2 sum mean beta: 4751133.870 eV
Hg ion point: E without rest energy: -358855.637 eV
Hg ion point: E without rest energy: -13187.70141 hartree
Hg ion point: E - c^2 sum mean beta: -3.5e-06 eV
Hg ion sphere radius R: 7.00e-05 angstrom
Hg ion sphere: T: 788030.7561 eV
Hg ion sphere: nuclear attraction: -808558.6419 eV
Hg ion sphere: repulsion W: 20328.5786 eV
Hg ion sphere: sum of mean beta: 9.298369898 (no unit)
Hg ion sphere: E with rest energy: 4751257.954 eV
Hg ion sphere: c^2 sum mean beta: 4751457.261 eV
Hg ion sphere: E without rest energy: -358731.553 eV
Hg ion sphere: E without rest energy: -13183.14142 hartree
Hg ion sphere: E - c^2 sum mean beta: -199.307 eV
Hg ion sphere: correction C: -199.307 eV
Hg ion sphere: correction C: -7.32441 hartree
C from full shell 1s1/2: -170.78764 eV
C from full shell 2s1/2: -26.53670 eV
C from full shell 2p1/2: -1.98282 eV
C from full shell 2p3/2: -0.00007 eV
Hg ion sphere: -R dE/dR by differences: -199.304 eV
Hg ion size shift, sphere minus point: 124.084 eV
Hg ion ratio -C/(size shift): 1.6062 (no unit)
one-electron 1s ratio at R: 1.6063 (no unit)
one-electron 1s ratio at R/10: 1.6221 (no unit)
small-radius limit 2 gamma: 1.6238 (no unit)
one basis pair, zeta/Z: 1.2 (no unit)
one basis pair: E - c^2 mean beta: 30637.450 eV
one basis pair: zeta dE/dzeta: 30637.449 eV
```
